# Effective-index shift of a displaced dielectric boundary from continuous field components, part 2

A waveguide wall is displaced outward by a small distance \(h\) at fixed angular frequency \(\omega\), and the change \(\delta n\) of the effective index is sought. The guide is uniform along \(z\), lossless, isotropic and nonmagnetic, with relative permittivity \(\varepsilon_1\) inside the smooth wall curve \(C\) and \(\varepsilon_2\) outside. Modes vary as \(e^{i\beta z-i\omega t}\), with \(k_0=\omega/c\) and \(n=\beta/k_0\). The scaled magnetic field \(\tilde{\mathbf H}=Z_0\mathbf H\), with \(Z_0=\sqrt{\mu_0/\varepsilon_0}\), has the unit of an electric field, and

\[
\nabla\times\mathbf E=ik_0\tilde{\mathbf H},\qquad
\nabla\times\tilde{\mathbf H}=-ik_0\varepsilon\,\mathbf E .
\]

The subscript \(t\) means the cross-sectional part. At the wall, the tangential field \(\mathbf E_\parallel\), which includes the \(z\) component, and \(d_\perp=D_\perp/\varepsilon_0\) are continuous. The normal electric field is \(d_\perp/\varepsilon_1\) inside and \(d_\perp/\varepsilon_2\) outside.

With primes for the guide with the moved wall, the conjugated equations of the old mode lead to a two-mode relation valid for any displacement:

\[
(n'-n)\int\left(\mathbf E^*\times\tilde{\mathbf H}'+\mathbf E'\times\tilde{\mathbf H}^*\right)\cdot\hat{\mathbf z}\,dA
=\int(\varepsilon'-\varepsilon)\,\mathbf E^*\cdot\mathbf E'\,dA .
\]

The right side is an integral over the thin strip between the walls. For \(h>0\), as \(h\to0\), the new normal field there tends to \(d_\perp/\varepsilon_1\), while the old one is \(d_\perp/\varepsilon_2\). For an isolated mode away from cutoff this gives the boundary formula

\[
\delta n=\frac{\varepsilon_1-\varepsilon_2}{N}\oint_C h
\left[|\mathbf E_\parallel|^2+\frac{|d_\perp|^2}{\varepsilon_1\varepsilon_2}\right]dl+O(h^2),
\]

\[
N=\int\left(\mathbf E^*\times\tilde{\mathbf H}+\mathbf E\times\tilde{\mathbf H}^*\right)\cdot\hat{\mathbf z}\,dA .
\]

Three wrong choices, which use the inside, outside or average normal field, multiply the \(|d_\perp|^2\) term by \(\varepsilon_2/\varepsilon_1\), \(\varepsilon_1/\varepsilon_2\) or \((\varepsilon_1+\varepsilon_2)^2/(4\varepsilon_1\varepsilon_2)\), respectively.

The questioner now asks for a case whose answer is known without perturbation theory.

**A.** A slab serves. The substrate \(\varepsilon_s\) fills \(x<0\), the core \(\varepsilon_1\) fills \(0<x<d\), and the cover \(\varepsilon_c\) fills \(x>d\). Nothing depends on \(y\), so all integrals are taken per unit length in \(y\).

For TE modes put \(E_y=F(x)\). The equation \(\nabla\times\mathbf E=ik_0\tilde{\mathbf H}\) gives \(\tilde H_x=-nF\) and \(\tilde H_z=-iF'/k_0\), where a prime on \(F\) means \(d/dx\). For TM modes put \(\tilde H_y=F(x)\). The equation \(\nabla\times\tilde{\mathbf H}=-ik_0\varepsilon\mathbf E\) gives

\[
E_x=\frac{nF}{\varepsilon},\qquad E_z=\frac{iF'}{k_0\varepsilon}.
\]

In both cases the remaining curl equation gives \(F''=k_0^2(n^2-\varepsilon)F\) in each layer. Define \(s=1\) for TE and \(s=\varepsilon\) for TM. Continuity of the tangential fields then means that \(F\) and \(G=F'/s\) are continuous.

**Q.** And the exact mode condition?

**A.** Let \(\kappa=k_0\sqrt{\varepsilon_1-n^2}\), \(\gamma_s=k_0\sqrt{n^2-\varepsilon_s}\) and \(\gamma_c=k_0\sqrt{n^2-\varepsilon_c}\). With \(F=e^{\gamma_sx}\) in the substrate, continuity at \(x=0\) gives in the core

\[
F=\cos\kappa x+b\sin\kappa x,\qquad b=\frac{s_1\gamma_s}{s_s\kappa}.
\]

The cover field decays, so \(G(d)=-(\gamma_c/s_c)F(d)\). With \(a=s_1\gamma_c/(s_c\kappa)\) this reads

\[
-\sin\kappa d+b\cos\kappa d=-a(\cos\kappa d+b\sin\kappa d),
\]

which rearranges to \((1-ab)\sin\kappa d=(a+b)\cos\kappa d\), or

\[
\kappa d=\arctan a+\arctan b+m\pi,\qquad m=0,1,2,\dots
\]

The derivative of this solution with respect to \(d\) contains no perturbation theory.

**Q.** What does the boundary formula say for the same slab?

**A.** The power integral is \(N=2n\int(F^2/s)\,dx\). For the wall next to cladding \(\varepsilon_j\), with \(j=c\) or \(s\), TE has \(|\mathbf E_\parallel|^2=F^2\) and no normal field. TM has \(|\mathbf E_\parallel|^2=G^2/k_0^2\) and \(d_\perp=nF\). Hence

\[
\left(\frac{dn}{dh}\right)_{\rm TE}=\frac{(\varepsilon_1-\varepsilon_j)F^2}{N},\qquad
\left(\frac{dn}{dh}\right)_{\rm TM}=\frac{\varepsilon_1-\varepsilon_j}{N}
\left[\frac{G^2}{k_0^2}+\frac{n^2F^2}{\varepsilon_1\varepsilon_j}\right].
\]

**Q.** The two claddings differ, and so do the wall fields. Yet moving either wall outward changes only the thickness. Are these slopes really equal at both walls?

**A.** They must be, since shifting the whole slab sideways cannot change \(n\). We can verify it for TM. In the core \(F''=-\kappa^2F\), so

\[
I=F'^2+\kappa^2F^2=\varepsilon_1^2G^2+\kappa^2F^2
\]

has the same value at both walls. At either wall the decaying field outside gives \(G^2=k_0^2(n^2-\varepsilon_j)F^2/\varepsilon_j^2\). Inserting this,

\[
\frac{I}{k_0^2}=F^2\left[\frac{\varepsilon_1^2(n^2-\varepsilon_j)}{\varepsilon_j^2}+\varepsilon_1-n^2\right]
=\frac{(\varepsilon_1-\varepsilon_j)F^2}{\varepsilon_j^2}\left[n^2(\varepsilon_1+\varepsilon_j)-\varepsilon_1\varepsilon_j\right].
\]

The same insertion in the slope gives

\[
N\frac{dn}{dh}=(\varepsilon_1-\varepsilon_j)F^2\left[\frac{n^2-\varepsilon_j}{\varepsilon_j^2}+\frac{n^2}{\varepsilon_1\varepsilon_j}\right]
=\frac{(\varepsilon_1-\varepsilon_j)F^2}{\varepsilon_1\varepsilon_j^2}\left[n^2(\varepsilon_1+\varepsilon_j)-\varepsilon_1\varepsilon_j\right]
=\frac{I}{k_0^2\varepsilon_1}.
\]

The cladding has dropped out. For TE, \(F'^2=\gamma_j^2F^2\) at the wall, so \(I=k_0^2(\varepsilon_1-\varepsilon_j)F^2\) and \(N\,dn/dh=I/k_0^2\), again the same at both walls.

**Q.** Now give me numbers, including the wrong choices.

**A.** Take indices 3.5, 1.5 and 1.0 for core, substrate and cover, a thickness of 0.25 µm and a vacuum wavelength of 1.55 µm. The fundamental TE mode has \(n=2.9505\) and a slope of 2.7555 per µm, from the mode condition and from the formula at either wall. The TM mode has \(n=2.2251\). Its parallel and normal parts are, per µm,

\[
\text{top: }7.9987+0.8182=8.8169,\qquad
\text{bottom: }6.5962+2.2207=8.8169 .
\]

The finite difference of the exact condition gives 8.8169 as well, or 0.00882 per nm. The division into parts differs between the walls, while the sum does not.

At the top wall \(\varepsilon_1/\varepsilon_c=12.25\). The inside choice gives \(7.9987+0.8182/12.25=8.0655\) per µm, and the outside choice gives \(7.9987+0.8182\times12.25=18.022\). The average choice has the factor \(13.25^2/(4\times12.25)=3.583\) and gives 10.930. At the bottom wall the three values are 7.004, 18.687 and 10.831.

**Q.** The average choice is nearly the same at both walls. Would that not make it look consistent?

**A.** Nearly equal is not enough. A rigid shift toward the cover moves the top wall outward and the bottom wall inward. The average choice then predicts \(10.930-10.831=0.099\) per µm instead of zero. Its slope for a change of thickness is also about 24% above the exact one at the top wall. So near-agreement between the walls does not establish a rule.

**Q.** How large may the displacement be before first order becomes poor?

**A.** Move the top wall by 5 nm. For TM the prediction is \(8.8169\times0.005=0.04408\), and the exact change is 0.04342, so the prediction is 1.5% too large relative to the exact change. At 2.5 nm it is 0.02204 against 0.02188, or about 0.75% too large. For TE at 5 nm the values are 0.01378 and 0.01353, a difference of 1.8%. Halving the displacement reduces the remainder by about four, as expected of a second-order term.

At 20 nm, first order gives 0.1763 for TM, while the exact change is 0.1649. The two-mode relation, evaluated with the actual old and new fields, gives 0.16490398, equal to the exact change in all printed digits. The error at 20 nm therefore comes from the first-order limit and not from the relation behind it.

**Q.** I also want to see the limiting field in the strip, since the whole argument hangs on it.

**A.** At the old top wall, compare the new normal field, which is now in the core, with the old one on the cover side. The limit should be \(\varepsilon_c/\varepsilon_1=1/12.25=0.081633\). With both modes given the same \(\tilde H_y\) at the bottom wall, the ratio is 0.081718 at a displacement of 0.010 nm and 0.081675 at 0.005 nm. The deviation halves with the displacement. Removing the linear term gives 0.081633.

**Q.** But at 5 nm your output shows 0.126, which is 54% above the limit. How can the index shift be good to 1.5% when the field is that far off?

**A.** Most of the 54% comes from the steep normal field just inside the core. There, continuity of \(G\) gives \(F'/F=-\varepsilon_1\gamma_c/\varepsilon_c\), about \(-99\) per µm, so the field changes over a length of about 10 nm. At the old wall the new mode is sampled 5 nm inside its own wall, where its normal field is already larger by about half. The matching of the two amplitudes has a smaller influence on the ratio and none on the index shift, because the new amplitude cancels between the strip integral and the overlap.

For the index, the average over the strip counts, and there the excess is only about half as large. The normal part supplies \(0.8182/8.8169=9.3\%\) of the slope at this wall, so with the amplitudes matched at the bottom wall, as here, the normal term of the strip integral, in which the old field also decays slightly, raises the shift by about 2.4%; another matching would divide the total differently. With the same matching the parallel term adds a further 0.7%, while the overlap in the denominator grows by about 4.7%. The overlap more than offsets both: \(1.032/1.047\approx0.985\), so the exact shift ends up slightly below the first-order value.

**Q.** A slab has flat walls and a uniform displacement. Does the formula survive a curved wall, all field components at once and a displacement that varies along the wall?

**A.** A circular rod of radius \(r_0\) covers those points. Its fields follow from \(E_z\) and \(\tilde H_z\). The cross-sectional parts of the curl equations are

\[
-\hat{\mathbf z}\times\nabla_tE_z+i\beta\hat{\mathbf z}\times\mathbf E_t=ik_0\tilde{\mathbf H}_t,\qquad
-\hat{\mathbf z}\times\nabla_t\tilde H_z+i\beta\hat{\mathbf z}\times\tilde{\mathbf H}_t=-ik_0\varepsilon\mathbf E_t .
\]

The first gives \(\hat{\mathbf z}\times\tilde{\mathbf H}_t=-n\mathbf E_t-(i/k_0)\nabla_tE_z\). Inserted in the second, this yields

\[
\mathbf E_t=\frac{i}{k_0(\varepsilon-n^2)}\left(n\nabla_tE_z-\hat{\mathbf z}\times\nabla_t\tilde H_z\right).
\]

The fundamental mode polarized mainly along \(x\) has \(E_z\propto\cos\varphi\) and \(\tilde H_z\propto\sin\varphi\). Then \(E_r\propto\cos\varphi\) and \(E_\varphi\propto\sin\varphi\). Write the squared wall values as \(|E_z|^2=Z\cos^2\varphi\), \(|E_\varphi|^2=T\sin^2\varphi\) and \(|d_\perp|^2/(\varepsilon_1\varepsilon_2)=Q\cos^2\varphi\).

**Q.** What slopes follow?

**A.** For a uniform displacement the angular integrals of \(\cos^2\varphi\) and \(\sin^2\varphi\) are both \(\pi\). For an elliptical displacement \(h\cos2\varphi\), use \(\cos^2\varphi=(1+\cos2\varphi)/2\) and \(\sin^2\varphi=(1-\cos2\varphi)/2\); the integrals become \(+\pi/2\) and \(-\pi/2\). With \(A=(\varepsilon_1-\varepsilon_2)\pi r_0/N\),

\[
\left(\frac{dn}{dh}\right)_{\rm uni}=A(Z+T+Q),\qquad
\left(\frac{dn}{dh}\right)_{\rm ell}=\frac A2(Z-T+Q).
\]

**Q.** The circular rod has two degenerate polarizations. You required an isolated mode.

**A.** The deformation \(h\cos2\varphi\) keeps the reflections in the \(x\) and \(y\) axes, and the two polarizations have opposite parity under them. They cannot mix, so within each symmetry class the mode is isolated. A deformation without such a symmetry could mix them, and the single-mode formula may not then be applied to an arbitrarily chosen polarization.

**Q.** And what plays the part of the exact answer for the deformed rod?

**A.** The longitudinal fields are expanded in Bessel functions \(J_m\) inside and decaying functions \(K_m\) outside. The tangential fields are matched on the actual curve \(r=R(\varphi)\), whose tangent is along \(R'\hat{\mathbf r}+R\hat{\boldsymbol\varphi}\). The factor \(\cos2\varphi\) couples orders that differ by even numbers, so \(m=1,3,5,7\) are kept. This reference is a truncated numerical solution; leaving out \(m=7\) changes the \(x\)-polarized index at 5 nm by less than \(10^{-6}\).

**Q.** The result?

**A.** For a rod of index 2.0 and radius 0.30 µm in a medium of index 1, at the same wavelength, \(n=1.3105\). The uniform slope is 3.4351 per µm from the formula and from the matched solution. The elliptical slope is 1.2765 per µm from both. The inside, outside and average choices give 2.663, 6.525 and 4.014 for the uniform case, and 0.890, 2.822 and 1.566 for the elliptical one.

The parts can be recovered from these numbers. Here \(\varepsilon_1/\varepsilon_2=4\), so the outside choice adds \(3AQ\) to the uniform slope:

\[
AQ=\frac{6.5251-3.4351}{3}=1.030\ \text{per µm}.
\]

The normal field thus supplies 30% of the uniform slope. From the two slopes, \(2AT=3.4351-2\times1.2765=0.882\), so \(AT=0.441\), and the rest is \(AZ=1.964\) per µm. The longitudinal field gives the largest part here and cannot be left out of \(\mathbf E_\parallel\).

**Q.** What would one measure on such a rod?

**A.** Its birefringence. Turning the guide by 90 degrees exchanges the polarizations and changes \(\cos2\varphi\) into \(-\cos2\varphi\), so \(n_y(h)=n_x(-h)\). To first order

\[
n_x-n_y=2h\left(\frac{dn}{dh}\right)_{\rm ell}=2\times0.005\times1.2765=0.012765
\]

for an amplitude of 5 nm. The matched solution gives \(1.316815-1.304056=0.012759\), and the first-order value differs from it by about 0.05%. Terms even in \(h\) cancel in this difference. They do not cancel in the shift of one polarization. With \(n=1.310462\) for the circular rod, that shift is \(n_x-n=1.316815-1.310462=0.006353\), while first order gives \(0.005\times1.2765=0.00638\), about 0.5% too large.

**Q.** Where should I stop trusting the formula?

**A.** The displacement must be small compared with the radius of curvature, the decay lengths and the wavelength in each medium, and its slope along the wall must be small. These lengths are a guide and not an error bound: at the top wall of the TM slab the normal field inside the core changes over only about 10 nm, much less than the decay length in the cover. The derivation excludes sharp corners, so an ideal rectangular core is not covered. It also excludes displacements that vary along \(z\), since each guide was taken to be uniform. Near cutoff, or near another mode to which the displacement couples, the permitted displacement shrinks, because the mode itself then changes rapidly. Finally, loss would invalidate the conjugated equations used for the two-mode relation. The remaining figures are in the numerical output below.

## Calculated quantities

```
vacuum wavelength = 1.55 um
slab indices core, substrate, cover = 3.5, 1.5, 1.0
slab thickness = 0.25 um
TE slab effective index = 2.950518
TE exact slope dn/dd = 2.755509 per um
TE top wall: parallel, normal, total = 2.755509, 0.000000, 2.755509 per um
TE bottom wall: parallel, normal, total = 2.755509, 0.000000, 2.755509 per um
TE shift 5.0 nm: first-order, exact dn = 0.013778, 0.013529
TE shift 2.5 nm: first-order, exact dn = 0.006889, 0.006826
TM slab effective index = 2.225129
TM exact slope dn/dd = 8.816946 per um
TM top wall: parallel, normal, total = 7.998735, 0.818214, 8.816948 per um
TM bottom wall: parallel, normal, total = 6.596221, 2.220728, 8.816948 per um
TM shift 5.0 nm: first-order, exact dn = 0.044085, 0.043417
TM shift 2.5 nm: first-order, exact dn = 0.022042, 0.021878
TM inside-field choice: top, bottom slope = 8.0655, 7.0041 per um
TM outside-field choice: top, bottom slope = 18.0219, 18.6868 per um
TM average-field choice: top, bottom slope = 10.9303, 10.8312 per um
TM identity at 20 nm: strip integral, exact dn = 0.16490398, 0.16490398
TM normal-E ratio new/old at top wall, equal Hy at bottom wall:
  shift 5.000 nm: ratio = 0.126083
  shift 0.010 nm: ratio = 0.081718
  shift 0.005 nm: ratio = 0.081675
  extrapolated limit, cover/core permittivity = 0.081633, 0.081633
rod index, surrounding index, radius = 2.0, 1.0, 0.30 um
rod fundamental effective index = 1.310462
rod uniform: derived, exact slope = 3.435080, 3.435063 per um
rod uniform: inside, outside, average choice = 2.6626, 6.5251, 4.0145 per um
rod elliptic: derived, exact slope = 1.276529, 1.276523 per um
rod elliptic: inside, outside, average choice = 0.8903, 2.8215, 1.5662 per um
elliptic amplitude = 5.0 nm
rod x- and y-polarized index = 1.316815, 1.304056
birefringence nx-ny: first-order, exact = 0.012765, 0.012759
```
